\section*{Acoustic-phonon scattering and mobility in an infinite quantum well}

\section*{The system}

Electrons of isotropic effective mass $m$ move freely in the $xy$ plane and are confined to $0<z<L$ by infinitely high walls. They scatter from longitudinal acoustic phonons of the surrounding crystal, whose density is $\rho$ and sound speed $v$. The phonons are those of a uniform bulk crystal of volume $V=AL_z$, where $A$ is the in-plane area and $L_z\gg L$. A local dilation $\nabla\cdot\mathbf u$ shifts the electron energy by $D\,\nabla\cdot\mathbf u$, with $D$ the deformation potential. Screening, wall roughness and all other scattering are left out.

The algebra uses atomic units, $\hbar=e=m_e=1$, and $T$ stands for the thermal energy $k_{\mathrm B}T$. The elastic constant is $C=\rho v^2$. The wavevector of a phonon is $(\mathbf q_\parallel,q_z)$, its magnitude is $q$, and its energy is $\omega=vq$. Electron wavevectors $\mathbf k$ lie in the plane unless stated otherwise.

\section*{(a) Coupling to thermal phonons}

\textbf{Question.} The displacement field is
\begin{equation}
\mathbf u(\mathbf r)=\sum_{\mathbf q}\frac{\mathbf q}{q}\,
\frac{1}{\sqrt{2\rho V\omega}}
\left(a_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}
+a^\dagger_{\mathbf q}e^{-i\mathbf q\cdot\mathbf r}\right).
\end{equation}
Check its normalization. Then find the combined strength of absorption and emission when $\omega\ll T$.

\textbf{Answer.} With $N$ phonons in one mode, the mean square displacement is $(2N+1)/(2\rho V\omega)$. The kinetic energy of the mode is therefore
\begin{equation}
\frac12\rho V\omega^2\,\frac{2N+1}{2\rho V\omega}
=\frac12\,\omega\left(N+\frac12\right),
\end{equation}
which is half the oscillator energy, as it must be for a harmonic oscillator.

The divergence brings down a factor $\pm i\mathbf q$, and $\mathbf q\cdot\mathbf q/q=q$. Apart from the electron overlap, the squared coupling is
\begin{equation}
|M_q|^2=\frac{D^2q^2}{2\rho V\omega}=\frac{D^2q}{2\rho vV}.
\end{equation}
Absorption carries the factor $N$ and emission $N+1$. If the phonon energy is also small compared with the electron's kinetic energy, both processes lead to nearly the same final energy and their strengths can be added. The thermal occupation $N=1/(e^{\omega/T}-1)$ gives
\begin{equation}
2N+1=\coth\frac{\omega}{2T}
=\frac{2T}{\omega}\left[1+\frac13\left(\frac{\omega}{2T}\right)^2+\dots\right].
\end{equation}
To leading order,
\begin{equation}
|M_q|^2(2N+1)\simeq
\frac{D^2q}{2\rho vV}\,\frac{2T}{vq}
=\frac{D^2T}{CV}.
\label{strength}
\end{equation}
The factor $q$ from the strain cancels the factor $1/q$ from the thermal occupation. The strength no longer depends on the size or direction of $\mathbf q$.

\section*{(b) The form factor}

\textbf{Question.} As a subscript, and in the cosines of this part, $m$ labels a subband; elsewhere it is the effective mass. The overlap of subbands $m$ and $n$ enters the scattering through
\begin{equation}
F_{mn}=\frac1{2\pi}\int_{-\infty}^{\infty}|I_{mn}(q_z)|^2\,dq_z,
\qquad
I_{mn}(q_z)=\int_0^L\psi_m\psi_n e^{iq_zz}\,dz .
\end{equation}
Evaluate it for transitions within a subband and between different subbands.

\textbf{Answer.} The normalized states that vanish at both walls are
\begin{equation}
\psi_n(z)=\sqrt{\frac2L}\sin\frac{n\pi z}{L},\qquad
E_n=\frac{n^2\pi^2}{2mL^2},\qquad n=1,2,\dots
\end{equation}
They are real. Writing out $|I_{mn}|^2$ as a double integral and integrating over $q_z$ first gives
\begin{align}
F_{mn}&=\frac1{2\pi}\int dz\int dz'\,
\psi_m(z)\psi_n(z)\psi_m(z')\psi_n(z')
\int dq_z\,e^{iq_z(z-z')}\nonumber\\
&=\int_0^L\psi_m^2(z)\,\psi_n^2(z)\,dz,
\end{align}
because the last integral is $2\pi\delta(z-z')$. The form factor is thus the overlap of two probability densities.

From $2\sin^2\theta=1-\cos2\theta$, each density is $\psi_n^2=[1-\cos(2n\pi z/L)]/L$. Hence
\begin{equation}
F_{mn}=\frac1{L^2}\int_0^L
\left[1-\cos\frac{2m\pi z}{L}-\cos\frac{2n\pi z}{L}
+\cos\frac{2m\pi z}{L}\cos\frac{2n\pi z}{L}\right]dz .
\end{equation}
The first term integrates to $L$. Each single cosine covers a whole number of periods and gives zero. The product equals half the sum of cosines with indices $m-n$ and $m+n$; it gives $L/2$ if $m=n$ and zero otherwise. Therefore
\begin{equation}
F_{mn}=\frac{1}{L}\left(1+\frac{\delta_{mn}}2\right),
\qquad
F_{mm}=\frac3{2L},\qquad F_{m\ne n}=\frac1L .
\label{form}
\end{equation}
Two uniform densities would give $1/L$. Within a subband the maxima of the two densities coincide, which adds half as much again. For different subbands the modulations average out.

\section*{(c) The scattering rate}

\textbf{Question.} Use Fermi's golden rule to find the rate $1/\tau_{mn}$ from subband $m$ to an energetically open subband $n$.

\textbf{Answer.} In-plane translation symmetry requires $\mathbf k'=\mathbf k+\mathbf q_\parallel$ for absorption and $\mathbf k'=\mathbf k-\mathbf q_\parallel$ for emission. A chosen final $\mathbf k'$ therefore fixes $\mathbf q_\parallel$, while $q_z$ remains free. Its sum becomes an integral:
\begin{equation}
\sum_{q_z}|I_{mn}(q_z)|^2
=\frac{L_z}{2\pi}\int|I_{mn}(q_z)|^2dq_z=L_zF_{mn}.
\end{equation}
Emission contains $I_{mn}(-q_z)=I_{mn}^*(q_z)$, which has the same modulus. With Eq.~\eqref{strength} and $V=AL_z$,
\begin{equation}
\frac1{\tau_{mn}}
=2\pi\,\frac{D^2T}{CA}\,F_{mn}
\sum_{\mathbf k'}\delta\!\left(\frac{k'^2}{2m}-\varepsilon'\right),
\qquad
\varepsilon'=\frac{k^2}{2m}+E_m-E_n .
\end{equation}
The phonon energy has been dropped from the energy balance. The deformation potential does not flip spin, so one spin direction is counted. For $\varepsilon'>0$,
\begin{equation}
\sum_{\mathbf k'}\delta\!\left(\frac{k'^2}{2m}-\varepsilon'\right)
=\frac A{(2\pi)^2}\int_0^\infty2\pi k'\,dk'\,
\delta\!\left(\frac{k'^2}{2m}-\varepsilon'\right)
=\frac{Am}{2\pi},
\end{equation}
since $k'dk'=m\,d(k'^2/2m)$. The rate is
\begin{equation}
\frac1{\tau_{mn}}=K F_{mn},\qquad K=\frac{D^2Tm}{C}.
\label{rate}
\end{equation}
It does not depend on energy once the final subband is open. The approximation is weakest for electrons so close to the bottom of the final subband that $\varepsilon'$ is comparable with the phonon energy.

\section*{(d) Mobility with one accessible subband}

\textbf{Question.} A weak electric field acts in the plane. Find the mobility if electrons occupy the lowest subband and cannot reach the second. State when this holds for a nondegenerate gas.

\textbf{Answer.} Let the force on an electron be $f_x$ along $x$, and write its distribution as $f_0(\varepsilon)+g(\mathbf k)$, where $\varepsilon=k^2/(2m)$. To first order in the force, the steady Boltzmann equation is
\begin{equation}
f_xv_x\frac{df_0}{d\varepsilon}
=-\sum_{\mathbf k'}W_{\mathbf k\mathbf k'}
\left[g(\mathbf k)-g(\mathbf k')\right],
\end{equation}
with $v_x=k_x/m$. The elastic rate $W_{\mathbf k\mathbf k'}$ does not depend on the direction of $\mathbf k'$. The driving term is odd in $k_x$, so $g$ is odd too, and the sum over $g(\mathbf k')$ vanishes by angular averaging. What remains is $g/\tau$, with $1/\tau$ the full out-scattering rate:
\begin{equation}
g=-\tau f_xv_x\frac{df_0}{d\varepsilon}.
\end{equation}
The angular average of $v_x^2$ in two dimensions is $\varepsilon/m$, and the density of states is constant. The drift velocity is
\begin{equation}
v_{\mathrm d}
=\tau f_x\,
\frac{\displaystyle\int_0^\infty(\varepsilon/m)(-df_0/d\varepsilon)\,d\varepsilon}
{\displaystyle\int_0^\infty f_0\,d\varepsilon}
=\frac{\tau f_x}{m},
\end{equation}
where integration by parts turns the numerator into $(1/m)\int f_0d\varepsilon$. The magnitude of the mobility is $\mu=\tau/m$. With $1/\tau=3K/(2L)$,
\begin{equation}
\mu=\frac{2L}{3Km}=\frac{2C\,L}{3D^2Tm^2}.
\label{linear}
\end{equation}
At fixed temperature and material parameters, halving the width halves the mobility. For a nondegenerate gas the condition is
\begin{equation}
\Delta=E_2-E_1=\frac{3\pi^2}{2mL^2}\gg T .
\end{equation}

\section*{(e) Why confinement strengthens scattering}

\textbf{Question.} Find the root-mean-square $q_z$ of the phonons in intrasubband scattering in the lowest subband, weighted by $|I_{11}|^2$. Use it to explain the width dependence.

\textbf{Answer.} Let $n_1=\psi_1^2=[1-\cos(2\pi z/L)]/L$. This density vanishes at the walls, so multiplication of its Fourier integral by $q_z$ corresponds to differentiation without boundary terms. Parseval's theorem gives
\begin{equation}
\langle q_z^2\rangle
=\frac{\int_0^L(dn_1/dz)^2dz}{\int_0^Ln_1^2dz}
=\frac{(2\pi/L^2)^2(L/2)}{3/(2L)}
=\frac{4\pi^2}{3L^2},
\end{equation}
and the root-mean-square value is $2\pi/(\sqrt3L)$.

Normalization fixes $|I_{11}(0)|^2=1$ at every width, while the range of contributing $q_z$ grows as $1/L$. The area under $|I_{11}|^2$, and with it the rate, grows in the same way. A narrower well lets the electron exchange momentum with a wider range of phonons. Between different subbands, orthogonality gives $I_{mn}(0)=0$, so the phonon must have a nonzero $q_z$.

The same result limits the theory. In narrow wells, where $q_z$ is the larger part of $q$, the typical phonon energy rises as $v/L$. At sufficiently small $L$ it is no longer small compared with $T$, and the steps in (a) and (c) fail.

\section*{(f) The second subband begins to open}

\textbf{Question.} For a nondegenerate gas, find the factor $R$ by which the mobility differs from Eq.~\eqref{linear} when two subbands matter. Use $s=\Delta/T$.

\textbf{Answer.} Measure energy from $E_1$. Below $\Delta$, an electron has the rate $3K/(2L)$. Above $\Delta$, electrons in either subband have
\begin{equation}
K\left(\frac3{2L}+\frac1L\right)=\frac{5K}{2L},
\end{equation}
so their relaxation time is $3/5$ of the low-energy value. In-scattering from the other subband also averages to zero over angle.

For a Boltzmann distribution $-df_0/d\varepsilon=f_0/T$. With $x=\varepsilon/T$, the first subband contributes to the current with weight $xe^{-x}$. The second has the same weight, with $x$ measured from its own bottom, times $e^{-s}$. Its whole contribution has the shorter time. Since $\int_0^\infty xe^{-x}dx=1$ and $\int_s^\infty xe^{-x}dx=(1+s)e^{-s}$,
\begin{align}
R&=\frac{1-(1+s)e^{-s}+\frac35(1+s)e^{-s}+\frac35e^{-s}}{1+e^{-s}}
\nonumber\\
&=\frac{1+\frac15(1-2s)e^{-s}}{1+e^{-s}} .
\label{two}
\end{align}
The denominator counts the electrons in both subbands. For large $s$, expansion of the denominator gives
\begin{equation}
1-R\simeq\left[1+\frac{2s-1}{5}\right]e^{-s}
=\frac{2s+4}{5}\,e^{-s}.
\end{equation}
The departure from the linear law is exponentially small in $\Delta/T$, although the prefactor grows with $s$: the first-subband electrons above $\Delta$, which are the ones that can reach the second subband, make up a fraction $e^{-s}$ of that subband's electrons but carry a fraction $(1+s)e^{-s}$ of its current weight, and they lose $2/5$ of it.

\section*{(g) The wide well}

\textbf{Question.} Show what replaces the linear law when many subbands are open. At what width does the linear law reach the bulk mobility of a nondegenerate gas?

\textbf{Answer.} If $N$ subbands are now open at total energy $E$, measured from the bottom of the well, an electron in any of them has
\begin{equation}
\frac1\tau=K\sum_{n=1}^NF_{mn}
=\frac KL\left(N+\frac12\right).
\end{equation}
The condition $E_n<E$ means $n<kL/\pi$, where now $k=\sqrt{2mE}$. For $kL\gg1$, $N\simeq kL/\pi$ and
\begin{equation}
\frac1\tau\longrightarrow\frac{Kk}{\pi}.
\end{equation}
The width cancels: each channel weakens as $1/L$, but their number grows as $L$. A direct bulk calculation agrees. The bulk density of states per spin is $Vmk/(2\pi^2)$, and $2\pi(D^2T/CV)\,Vmk/(2\pi^2)=Kk/\pi$.

In three dimensions the angular average of $v_x^2$ is $2E/(3m)$ and the density of states varies as $E^{1/2}$. Integration by parts gives $\int E^{1/2}e^{-E/T}dE=(2/3T)\int E^{3/2}e^{-E/T}dE$, so the Boltzmann equation of part (d) yields
\begin{equation}
\mu_{\mathrm b}=\frac1m\,
\frac{\int_0^\infty E^{3/2}\tau(E)e^{-E/T}dE}
{\int_0^\infty E^{3/2}e^{-E/T}dE},
\qquad
\tau(E)=\frac{\pi}{K\sqrt{2mE}} .
\end{equation}
The integral in the numerator, without constants, is $\int Ee^{-E/T}dE=T^2$. The denominator is $(3\sqrt\pi/4)T^{5/2}$. With $k_T=\sqrt{2mT}$,
\begin{equation}
\mu_{\mathrm b}
=\frac1m\,\frac{\pi}{K\sqrt{2m}}\,
\frac{4}{3\sqrt{\pi T}}
=\frac{4\sqrt\pi}{3Kmk_T}.
\end{equation}
Setting this equal to $2L/(3Km)$ gives $L_{\mathrm c}=2\sqrt\pi/k_T$. This is an extrapolated crossing; the actual mobility bends away from the line before it.

\section*{(h) Numbers}

\textbf{Question.} Take $m=0.1$ electron masses, $D=8$ eV, $C=1$ eV/\AA$^3$, $T=0.025$ eV and $\hbar v=0.03$ eV\,\AA. Evaluate the mobility at $L=50$ \AA\ and examine the range of the linear law. These are round model parameters, and $\hbar^2/m=76.2$ eV\,\AA$^2$.

\textbf{Answer.} Restoring $\hbar$,
\begin{equation}
K=\frac{D^2T}{(\hbar^2/m)C}
=\frac{64\times0.025}{76.2\times1}
=0.0210\ \text{eV\,\AA}.
\end{equation}
At $L=50$ \AA\ the intrasubband form factor is $3/100=0.030$ \AA$^{-1}$, so
\begin{align}
\frac\hbar\tau&=0.0210\times0.030
=6.30\times10^{-4}\ \text{eV},\\
\frac{\hbar\mu}{e}&=\frac{\hbar^2/m}{\hbar/\tau}
=\frac{76.2}{6.30\times10^{-4}}
=1.21\times10^5\ \text{\AA}^2 .
\end{align}
Multiplication by $e/\hbar$ gives $\mu\simeq1.8\times10^4$ cm$^2$/(V\,s). This is the mobility limited by acoustic phonons alone; at this temperature, about 290 K, optical phonons and the other mechanisms left out here lower the mobility of a real well.

The subband gap is $0.451$ eV, or $18$ times $T$, so the second subband is inaccessible. The root-mean-square $q_z$ is $0.0726$ \AA$^{-1}$, which by itself, without the in-plane part of $\mathbf q$, corresponds to a phonon energy of $0.0022$ eV. This is about $9\%$ of $T$.

The neglect of phonon energy was tested by integrating the golden rule with the Bose factors and the energy gain or loss retained. At $L=50$ \AA\ and a kinetic energy of $0.025$ eV, the out-scattering rate differs from Eq.~\eqref{rate} by $0.03\%$ of the latter. Over the five cases in the numerical output, which include a transition between subbands, both the out-scattering rate and the momentum-loss rate (each transition weighted by $1-\mathbf k\cdot\mathbf k'/k^2$) agree with the formula to about $0.1\%$. All five cases have kinetic energies of at least $T$. Slow electrons cannot emit the typical phonon, and for them the formula fails: at $L=50$ \AA\ the out-scattering rate is about $0.8$ of Eq.~\eqref{rate} at a kinetic energy of $0.002$ eV and about $0.6$ of it at $0.0005$ eV. Such electrons carry little of the current.

The following mobilities use the quasi-elastic rate $K(N+\frac12)/L$ of part (g) and extend the average of part (f) to all thermally relevant subbands: each subband $n$ contributes to the current with weight $xe^{-x}e^{-(E_n-E_1)/T}$, with $x$ measured from its own bottom, times the relaxation time at that total energy, and the sum is divided by $\sum_n e^{-(E_n-E_1)/T}$. The ratio is taken to the linear law.

\begin{center}
\begin{tabular}{ccc}
$L$ (\AA) & $\hbar\mu/e$ ($10^5$ \AA$^2$) & ratio\\
25 & 0.605 & 1.000\\
50 & 1.21 & 1.000\\
100 & 2.35 & 0.972\\
150 & 2.91 & 0.801\\
200 & 3.08 & 0.637\\
400 & 3.24 & 0.335
\end{tabular}
\end{center}

Halving the width from 50 to 25 \AA\ halves the mobility. At 100 \AA\ the gap is four times smaller than at 50 \AA, so $s=18.05/4=4.51$ and $e^{-s}=0.0110$. Equation~\eqref{two} gives
\begin{equation}
R=\frac{1+\frac15(1-9.02)\times0.0110}{1+0.0110}=0.972,
\end{equation}
in agreement with the table. The loss of $3\%$ is thus accounted for by the second subband.

The bulk value is $3.35\times10^5$ \AA$^2$. With $k_T=0.0256$ \AA$^{-1}$, the linear law would reach it at $L_{\mathrm c}=138$ \AA. At 150 \AA\ the true mobility of the model is already $20\%$ below the line, and at 400 \AA\ it is within about $3\%$ of the bulk value. For these parameters, the linear fall with decreasing width therefore sets in at about 100 \AA. It continues to narrower wells only while the phonon energy $2\pi\hbar v/(\sqrt3L)$ of part (e) stays small compared with $T$. At 25 \AA\ that energy is about $17\%$ of $T$, but its effect on the mobility is much smaller: solving the Boltzmann equation with inelastic phonons gives a mobility about $0.8\%$ above the line at 25 \AA\ and $0.2\%$ above it at 50 \AA. The ratios $1.000$ in the table are quasi-elastic values and hold only to this accuracy.

The infinite walls set a further limit. At 25 \AA\ the confinement energy $E_1$ is $0.60$ eV, which is comparable with or above the barriers of many real wells. Behind a finite barrier the electron density spreads beyond the well, so the form factor is smaller than $3/(2L)$, and not only in the narrowest wells. For a square well with a $0.3$ eV barrier and the same mass on both sides, the form factor of the lowest state is $0.81$, $0.64$ and $0.40$ of $3/(2L)$ at 100, 50 and 25 \AA, and going from 50 to 25 \AA\ lowers the mobility by a factor of only $1.24$. The form factor is largest near 24 \AA. In still narrower wells the weakly bound state spreads out again, so the form factor falls and the mobility of that state rises as $L$ decreases. The linear law therefore describes a real well only if the penetration into the barriers is small compared with $L$.

\section*{Values computed for the example and the checks}
\begin{verbatim}
effective mass: 0.10 electron masses
deformation potential D: 8.0 eV
elastic constant C: 1.0 eV/angstrom^3
thermal energy kT: 0.025 eV
hbar times sound speed: 0.030 eV angstrom
hbar^2/m: 76.200 eV angstrom^2
rate prefactor K: 0.020997 eV angstrom
main well width L: 50 angstrom
subband gap E2-E1 at main width: 0.4512 eV
gap divided by kT: 18.05
F11 real space, phonon space: 0.030000, 0.030000 1/angstrom
F12 real space, phonon space: 0.020000, 0.020000 1/angstrom
F22 real space, phonon space: 0.030000, 0.030000 1/angstrom
rms normal phonon wavevector: 0.07255 1/angstrom
phonon energy at that wavevector: 0.00218 eV
L=40 angstrom, 1->1, kinetic energy=0.025 eV: hbar/tau formula=7.8741e-04, full=7.8793e-04, momentum=7.8762e-04 eV
L=50 angstrom, 1->1, kinetic energy=0.025 eV: hbar/tau formula=6.2992e-04, full=6.3012e-04, momentum=6.2987e-04 eV
L=50 angstrom, 1->1, kinetic energy=0.050 eV: hbar/tau formula=6.2992e-04, full=6.3022e-04, momentum=6.3002e-04 eV
L=80 angstrom, 1->1, kinetic energy=0.025 eV: hbar/tau formula=3.9370e-04, full=3.9367e-04, momentum=3.9352e-04 eV
L=100 angstrom, 1->2, kinetic energy=0.200 eV: hbar/tau formula=2.0997e-04, full=2.1018e-04, momentum=2.1014e-04 eV
L=25 angstrom: hbar*mu/e thermal=60483.2, linear=60483.2 angstrom^2, ratio=1.0000
L=50 angstrom: hbar*mu/e thermal=120966.3, linear=120966.4 angstrom^2, ratio=1.0000
L=80 angstrom: hbar*mu/e thermal=192939.3, linear=193546.2 angstrom^2, ratio=0.9969
L=100 angstrom: hbar*mu/e thermal=235086.6, linear=241932.7 angstrom^2, ratio=0.9717
L=150 angstrom: hbar*mu/e thermal=290528.6, linear=362899.1 angstrom^2, ratio=0.8006
L=200 angstrom: hbar*mu/e thermal=308304.3, linear=483865.5 angstrom^2, ratio=0.6372
L=400 angstrom: hbar*mu/e thermal=324277.5, linear=967730.9 angstrom^2, ratio=0.3351
bulk hbar*mu/e: 334804.3 angstrom^2
thermal hbar*mu/e at L=20000 angstrom: 334598.3 angstrom^2
thermal wavevector k_T: 0.02562 1/angstrom
width where linear law meets bulk value: 138.4 angstrom
main mobility at L=50 angstrom: 18378 cm^2/(V s)
\end{verbatim}
